# The starting point of BSE@G0W0 and the size of a molecular excitation

A BSE calculation on top of one-shot $G_0W_0$ needs a mean-field start, and with a PBE hybrid that means choosing the fraction $\alpha$ of exact exchange. For the lowest $^1\Pi_g$ state of N$_2$ ($3\sigma_g\to1\pi_g$, $R=1.10$ Å, cc-pVDZ) the choice moves the answer from 8.54 eV at $\alpha=0$ to 9.85 eV at $\alpha=1$, while EOM-CCSD in the same basis gives 9.58 eV. A second choice is where to insert better orbital energies if $\alpha$ stays at zero: in $G$, in the $W$ of the self-energy, or in the $W$ of the BSE kernel. These do not act in the same direction. At fixed orbitals a small starting gap does overscreen $W$ (section 2), but for this state the overscreened kernel is computed to weaken the electron-hole attraction and raise the excitation, so each channel has to be weighed separately.

Conventions: closed shell, real orbitals, $i,j$ occupied, $a,b$ virtual, $p,q,m$ either; $(pq|rs)$ are Coulomb integrals of pair densities $\phi_p\phi_q$ and $\phi_r\phi_s$; formulas are in atomic units and numbers in eV. All errors are relative to frozen-core EOM-CCSD in the same basis, which is itself approximate. The $1\pi_g$ attachment is unbound and is held in place by the small basis, so the gaps are not experimental ones.

## 1. What $\alpha$ does to the starting energies

The hybrid has $v_{xc}=\alpha\Sigma_x+(1-\alpha)v_x+v_c$, with $v_x,v_c$ from PBE and $\langle p|\Sigma_x|p\rangle=-\sum_j(pj|jp)$. With orbitals and density frozen at $\alpha=0$, only the explicit $\alpha$ changes in $\epsilon_p=\langle p|h+J+v_{xc}|p\rangle$:
$$\epsilon_p(\alpha)=\epsilon_p(0)+\alpha\langle p|\Sigma_x-v_x|p\rangle .$$
This is tested against hybrid Fock matrices at $\alpha=0.5$ and 1. For $i=3\sigma_g$ and $a=1\pi_g$ the slopes are $-7.83$ and $+5.71$ eV, so the pair gap $D_{ia}=\epsilon_a-\epsilon_i$ grows by 13.53 eV from its PBE value 8.27 eV. That $D'=dD/d\alpha>0$ for every occupied-virtual pair is not a theorem; it is tested for this molecule, and the next section needs it.

## 2. Overscreening at fixed orbitals

In the basis of pairs $ia$ the independent-particle response is diagonal. Two spins and two time orderings give $2[(\omega-D)^{-1}-(\omega+D)^{-1}]=4D/(\omega^2-D^2)$, which at $\omega=i\nu$ is $\chi_0=-4D/(D^2+\nu^2)$. RPA sums $\chi=\chi_0+\chi_0V\chi$ with $V_{ia,jb}=(ia|jb)$, so $\chi^{-1}=\chi_0^{-1}-V$. With $L_{pq,ia}=(pq|ia)$ the polarisation part $W^p=W-v=L\chi L^T$ is
$$W^p(i\nu)=-4L\left[\frac{D^2+\nu^2}{D}+4V\right]^{-1}L^T .$$
To find its poles, write the bracket as $D^{-1/2}[\nu^2+D^{1/2}(D+4V)D^{1/2}]D^{-1/2}$ and diagonalise $D^{1/2}(D+4V)D^{1/2}U_s=\Omega_s^2U_s$. The inverse is $\sum_sD^{1/2}U_sU_s^TD^{1/2}/(\nu^2+\Omega_s^2)$. Defining $w^s=\sqrt{2/\Omega_s}\,LD^{1/2}U_s$, so that $2\Omega_s\cdot(2/\Omega_s)=4$,
$$W^p_{pq,rt}(i\nu)=-\sum_s\frac{2\Omega_s\,w^s_{pq}w^s_{rt}}{\nu^2+\Omega_s^2},\qquad W^p(0)=-2\sum_s\frac{w^sw^{sT}}{\Omega_s}=-4LM^{-1}L^T,$$
with $M=D+4V$, positive definite because $D>0$ and $V$ is a Coulomb matrix. From here $W^p$ without argument is static. Differentiating $MM^{-1}=1$ gives $(M^{-1})'=-M^{-1}D'M^{-1}$, since $L$ and $V$ are fixed with the orbitals. Hence
$$\frac{dW^p}{d\alpha}=+4\,(M^{-1}L^T)^T\,D'\,(M^{-1}L^T),$$
which is positive semidefinite when $D'>0$. For any charge distribution $\rho$ built from pair densities, $\langle\rho|W^p|\rho\rangle\le0$ and it rises toward zero as the gaps open. This is the exact content of "overscreening" in RPA. It fixes the sign of quadratic forms only, so an off-diagonal element such as $W^p_{ii,aa}$ has to be computed. The two static forms are tested against each other, the derivative against finite differences, and $W^p(\alpha{=}1)-W^p(\alpha{=}0)$ for semidefiniteness. The lowest eigenvalue $\Omega_s$ is 9.76 eV at $\alpha=0$ and 21.66 eV at $\alpha=1$, but these are different states: the second has $w^s=0$ and is no pole of $W^p$, whose lowest pole lies higher still. The lowest pole thus more than doubles, while $W^p_{ii,aa}$ moves only from $-2.25$ to $-1.80$ eV.

## 3. Three doors into the quasiparticle equation

Start from $\Sigma^c(\omega)=\frac{i}{2\pi}\int d\omega'\,G_0(\omega+\omega')W^p(\omega')$. For $\omega$ in the gap, the time-ordered poles of both factors lie in the second and fourth quadrants of $\omega'$, so the contour turns to $\omega'=i\nu$ without crossing any, and $i\,d\omega'=-d\nu$. With $x_m=\omega-\epsilon_m$, orbital $m$ contributes $1/(x_m+i\nu)$; $W^p$ is even in $\nu$, so only $x_m/(x_m^2+\nu^2)$ survives:
$$\Sigma^c_p(\omega)=-\frac1\pi\sum_m\int_0^\infty d\nu\,\frac{x_m}{x_m^2+\nu^2}W^p_{pm,pm}(i\nu).$$
Partial fractions give $\int_0^\infty\frac{d\nu}{(\nu^2+x^2)(\nu^2+\Omega^2)}=\frac{\pi}{2}\frac{1/|x|-1/\Omega}{\Omega^2-x^2}=\frac{\pi}{2|x|\Omega(\Omega+|x|)}$. Each term becomes $w^2\,\mathrm{sgn}(x)/(\Omega+|x|)$, with $x>0$ for occupied and $x<0$ for virtual $m$:
$$\Sigma^c_p(\omega)=\sum_s\left[\sum_j\frac{(w^s_{pj})^2}{\omega-\epsilon_j+\Omega_s}+\sum_b\frac{(w^s_{pb})^2}{\omega-\epsilon_b-\Omega_s}\right].$$
This rational function is the continuation to $\omega$ outside the gap. At midgap it is tested against quadrature of the integral with $W^p(i\nu)$ from matrix inversion (0.9157 eV for $i$ and $-0.3315$ eV for $a$ both ways).

The diagonal quasiparticle (QP) equation is $\omega=\epsilon_p+\langle p|\Sigma_x+\Sigma^c(\omega)-v_{xc}|p\rangle$. Inserting $\epsilon_p$ from section 1 cancels $v_{xc}$:
$$E_p=e^x_p+\Sigma^c_p(E_p),\qquad e^x_p=\langle p|h+J+\Sigma_x|p\rangle .$$
The start therefore enters only through the orbitals, the energies $\epsilon_m$ in the denominators (the poles of $G_0$), and $\Omega_s,w^s$. Between the highest occupied-side pole and the lowest virtual-side pole every term decreases with $\omega$, so $\omega-e^x_p-\Sigma^c_p$ increases and has at most one root. That root is used for $i$ and $a$; the other levels use the linearised form of section 4. That form is poor for a level close to poles of $\Sigma^c$, as the inner-valence $2\sigma_g$ is at small $\alpha$ ($Z\approx0.3$ at $\alpha=0$). Through its small admixture in the $^1\Pi_g$ state, $E$ and the binding at $\alpha=0$, and every change of them measured from there, depend on this choice by about 0.05 eV; the QP gap does not.

At $\alpha=0$, $E_i=-16.362+2.010=-14.352$ and $E_a=5.470-1.277\approx4.192$ eV, a gap of 18.544 eV against $15.177+4.111=19.288$ eV. Along self-consistent starts the $e^x$ gap stays between 21.71 and 21.83 eV, so the trend lies in correlation, which closes the gap by $1.277+2.010=3.29$ eV at $\alpha=0$ and by $21.764-19.913=1.85$ eV at $\alpha=1$.

## 4. Channel G: misplaced poles undercorrect the gap

Hold orbitals and $W$ fixed. A term $w^2/\mathrm{den}$ has derivative $-w^2/\mathrm{den}^2$ in $\omega$ and $+w^2/\mathrm{den}^2$ in $\epsilon_m$. With $S_{pm}=\sum_s(w^s_{pm})^2/\mathrm{den}^2$, the QP equation gives $dE_p=-\sum_mS_{pm}\,dE_p+\sum_mS_{pm}\,d\epsilon_m$, that is
$$dE_p=Z_p\sum_mS_{pm}\,d\epsilon_m,\qquad Z_p=\frac{1}{1+\sum_mS_{pm}} .$$
Each level is dragged along by every pole. When occupied energies fall and virtual ones rise, same-side poles (occupied for $i$, virtual for $a$) open the gap and opposite-side poles close it. The summed weights are 0.1335 against 0.0233 for $i$ and 0.0637 against 0.0342 for $a$, giving $Z_i=1/1.1568=0.864$ and $Z_a=1/1.0979=0.911$. The gap slope at $\alpha=0$ is $1.329-0.373\approx0.955$ eV per unit $\alpha$. The formula is tested by finite differences, and the three signs are asserted for this system.

The same effect appears as a lost fraction of the correction. Expanding $\Sigma^c_p$ to first order about $\epsilon_p$, with $c_p=e^x_p+\Sigma^c_p(\epsilon_p)-\epsilon_p$, gives $E_p-\epsilon_p=c_p-(Z^{-1}-1)(E_p-\epsilon_p)$, so $E_p\approx\epsilon_p+Zc_p$ with $Z$ taken at $\epsilon_p$. Here $c_i=-5.264$, $Z=0.893$ and $c_a=6.175$, $Z=0.913$ lose $0.107\times5.264+0.087\times6.175=1.10$ eV of gap. The full $c_p$ would be obtained if all poles moved rigidly by $c_p$: then the new self-energy is $\Sigma^c_p(\omega-c_p)$, and $\omega=\epsilon_p+c_p$ solves the equation exactly. The corresponding gap is 19.71 eV, against the solved 18.54 eV. A real gap opening moves the opposite-side poles the other way, so the 1.1 eV is not the size of channel G; that size is computed in section 7. The loss vanishes when $c_p\to0$, a start whose energies already are the QP energies.

## 5. Channels WΣ and WK: overscreening acts twice

The static singlet BSE has an unscreened exchange term, doubled by the spin sum, and a screened direct term:
$$A_{ia,jb}=(E_a-E_i)\delta_{ij}\delta_{ab}+2(ia|jb)-W_{ij,ab},\qquad B_{ia,jb}=2(ia|jb)-W_{ib,ja}.$$
Adding and subtracting $AX+BY=EX$ and $BX+AY=-EY$ gives $(A+B)(X+Y)=E(X-Y)$ and $(A-B)(X-Y)=E(X+Y)$, hence $(A-B)(A+B)(X+Y)=E^2(X+Y)$. With $W=v$ and Hartree-Fock energies these matrices must be those of TDHF, which is tested against an independent implementation. Unless stated otherwise the kernel $W$ is built from the starting energies.

For a single pair with $B$ neglected,
$$E\approx(E_a-E_i)+2(ia|ia)-v_{ii,aa}-W^p_{ii,aa},$$
where $v_{ii,aa}=(ii|aa)$. At $\alpha=0$ this is $18.544+2.029-13.782+2.251=9.042$ eV; mixing with other pairs and $B$ bring the full value to 8.536 eV (0.3137 hartree). A more negative $W^p_{ii,aa}$ raises $E$. This is channel WK, and in the single-pair picture its size is $-\Delta W_{ii,aa}$, tested to within 30 % (0.486 against 0.447 eV in magnitude at $\alpha=1$).

In the self-energy (channel WΣ) the same screening closes the gap. Keep only the $m=p$ terms, evaluated at $\omega=\epsilon_p$. Level $a$ gets $-\sum_s(w^s_{aa})^2/\Omega_s=\tfrac12W^p_{aa,aa}$ and level $i$ gets $+\sum_s(w^s_{ii})^2/\Omega_s=-\tfrac12W^p_{ii,ii}$. The kernel adds $-W^p_{ii,aa}=+2\sum_sw^s_{ii}w^s_{aa}/\Omega_s$. The three complete a square:
$$-\sum_s\frac{(w^s_{aa}-w^s_{ii})^2}{\Omega_s}=\tfrac12\langle\rho_a-\rho_i|W^p|\rho_a-\rho_i\rangle\le0,\qquad\rho_p=\phi_p^2 .$$
In this diagonal static piece the polarisation enters only through the difference density. By section 2 this piece rises with $\alpha$ at fixed orbitals. If electron and hole had the same density it would vanish. If they sit on distant fragments, $W^p_{ii,aa}\to0$, nothing cancels, and the full overscreening of the gap reaches $E$. In N$_2$ the cancellation is nearly complete: $-2.438+2.251=-0.187$ eV at $\alpha=0$ and $-0.143$ eV at $\alpha=1$, a change of only 0.04 eV.

The cancellation assumes $\omega=\epsilon_p$. At $\alpha=0$ the QP lies $14.352-9.718=4.63$ eV below $\epsilon_i$ and $4.192+1.444=5.64$ eV above $\epsilon_a$, so the denominators are $\Omega_s-4.63$ and $\Omega_s-5.64$ eV, whereas the static kernel keeps $\Omega_s$. The extra gap closure has no partner in the kernel.

## 6. The fourth channel: orbitals

Self-consistent starts give the following (binding is QP gap minus $E$, so it includes the exchange term).

| $\alpha$ | start gap | QP gap | binding | $E$ |
|---|---|---|---|---|
| 0 | 8.27 | 18.54 | 10.01 | 8.54 |
| 0.25 | 11.66 | 18.99 | 10.04 | 8.95 |
| 0.50 | 15.04 | 19.33 | 10.06 | 9.28 |
| 0.75 | 18.41 | 19.64 | 10.06 | 9.57 |
| 1 | 21.77 | 19.91 | 10.06 | 9.85 |
| EOM-CCSD | | 19.29 | 9.71 | 9.58 |

The binding is almost flat: it changes by 0.055 eV while the gap changes by 1.369 eV. The 0.055 eV is of the same size as the uncertainty from the linearised levels (section 3), so it should be read as about 0.1 eV or less. The computed rise of $W^p_{ii,aa}$ in section 2 would suggest a clear rise of the binding, but it was obtained at fixed orbitals. With relaxed orbitals $W^p_{ii,aa}$ rises by 0.671 eV and the bare $v_{ii,aa}$ falls by 0.635 eV, both monotonically (tested), leaving 0.036 eV in $W_{ii,aa}$ against 0.447 eV for frozen orbitals. The exchange term, pair mixing and $B$ also change with $\alpha$; only their sum, $0.055-0.036=0.019$ eV, follows from these numbers. The total $W_{ii,aa}$ is not even monotonic and peaks between $\alpha=0.5$ and $0.75$ (11.583 and 11.582 eV). That $v_{ii,aa}$ falls because the $1\pi_g$ orbital spreads out as exact exchange is added is a conjecture; orbital extents were not computed.

## 7. Weighing the channels

With PBE orbitals kept, $\epsilon(\alpha)$ is inserted in one place at a time and the change of $E$ from $\alpha=0$ recorded. "Cross" is the change with all three insertions minus their sum, and "orbitals" is the remainder up to the self-consistent result.

| $\alpha$ | G | WΣ | WK | cross | orbitals | total |
|---|---|---|---|---|---|---|
| 0.25 | 0.23 | 0.29 | −0.14 | −0.02 | 0.05 | 0.41 |
| 0.50 | 0.45 | 0.58 | −0.26 | −0.15 | 0.13 | 0.74 |
| 0.75 | 0.64 | 0.79 | −0.38 | −0.27 | 0.25 | 1.04 |
| 1 | 0.81 | 0.98 | −0.49 | −0.39 | 0.40 | 1.31 |

The signs G $>0$, WΣ $>0$, WK $<0$ are tested at each $\alpha$. The sizes of G, WΣ, cross and total carry the uncertainty of about 0.05 eV from the linearised levels (section 3). The row $\alpha=0.75$, whose starting gap is nearest the QP gap, is taken as a rough measure of what the PBE start costs: $0.644+0.794-0.379-0.267+0.245=1.037$ eV. Only this one pair gap is approximately matched; $\epsilon(\alpha)$ moves the other levels differently from the QP corrections, so the shares, G above all, are not those that inserted QP energies would give. The kernel takes back about half of WΣ, leaving a net screening effect of 0.415 eV, smaller than the 0.644 eV of channel G. The margin, 0.229 eV, is smaller than the cross term: if the $-0.267$ eV is charged to G, G drops to 0.377 eV and the order reverses, so these numbers do not decide which of the two is larger.

The net WΣ+WK is positive at every $\alpha$, and at $\alpha=1$ it is 0.496 eV, against 0.04 eV for the diagonal static piece. The difference must come from what that piece omits: the shifted denominators, the $m\ne p$ terms and pair mixing. Their shares were not separated, and no general sign is proved for the sum.

The cross term is negative. What follows leaves out the opposite-side terms, which give the other sign, and the change of $w$, so it is an indication and not a derivation; take one same-side term at fixed amplitude $w$. It contributes $-w^2/(\Omega+y)$ to the gap, where $y=\omega-\epsilon_j$ or $\epsilon_b-\omega$ grows in channel G and $\Omega$ grows in channel WΣ. The mixed derivative is $-2w^2/(\Omega+y)^3<0$: both channels lengthen the same denominator, so their gains do not add. The gap changes at $\alpha=1$ agree in sign, $0.739+0.936=1.675$ eV separately and 1.333 eV together. The split into G and WΣ consequently depends on the order of insertion by up to the difference, $1.675-1.333=0.342$ eV in the gap at $\alpha=1$.

The orbital term works through the binding. At $\alpha=1$ the frozen and relaxed gap changes are nearly equal (1.333 and 1.369 eV). The frozen change of $E$ is $1.314-0.397=0.917$ eV, so the frozen binding rises by $1.333-0.917=0.416$ eV, and relaxation removes all but 0.055 eV of it.

## 8. Consequences for the choice

At $\alpha=0$ the error in $E$ is $8.536-9.583=-1.047$ eV, made of a gap too small by 0.744 eV and a binding too large by 0.303 eV (the latter uncertain by about 0.05 eV, section 3). Along self-consistent starts the second part barely moves (0.303 eV at $\alpha=0$, $10.063-9.705=0.358$ eV at $\alpha=1$), because the rise at frozen orbitals is cancelled by orbital relaxation. Opening the starting gap raises the binding in both the frozen and the relaxed case, so the small starting gap is not the cause of the overbinding; assigning it to the static kernel or to missing vertex terms would be a conjecture. The QP gap meets the reference at $\alpha\approx0.47$ and $E$ at $\alpha\approx0.76$ (linear interpolation). The second agreement is a compensation: at $\alpha=0.75$ the gap is too large by $19.635-19.288=0.35$ eV and the binding by $10.062-9.705=0.36$ eV. These values of $\alpha$ belong to this state, basis and reference.

Repairing the kernel alone goes the wrong way. Building the kernel $W$ from QP energies at $\alpha=0$ removes screening from the attraction while the gap stays too small, and $E$ drops from 8.536 to 8.219 eV (the sign is tested). The shift shrinks as the starting gap approaches the QP gap, 9.573 to 9.553 eV at $\alpha=0.75$, and reverses at $\alpha=1$ (9.850 to 9.914 eV), where the starting gap exceeds the QP gap. For this state, at fixed PBE orbitals, the energies that raise the excitation are those in $G$ and in the $W$ of the self-energy.

The program that computes these numbers and its output follow.

## Computed values

```
N2, R = 1.10 Angstrom, cc-pVDZ, 28 orbitals, 7 occupied; energies in eV
EOM-CCSD: IP(3sg) 15.177, E(N+1)-E(N) 4.111, gap 19.288 eV
EOM-CCSD: 1Pi_g 9.583 eV = 0.35218 hartree, binding 9.705 eV
alpha start_gap ex_gap QP_gap W_iiaa binding E_BSE E_BSE(W_QP) v_iiaa Wp_iiaa [eV]
0.00   8.274  21.832  18.544  11.531  10.008   8.536   8.219  13.782  -2.251
0.25  11.659  21.749  18.987  11.568  10.040   8.946   8.729  13.621  -2.053
0.50  15.036  21.713  19.334  11.583  10.055   9.279   9.162  13.460  -1.877
0.75  18.406  21.720  19.635  11.582  10.062   9.573   9.553  13.302  -1.720
1.00  21.769  21.764  19.913  11.567  10.063   9.850   9.914  13.147  -1.580
alpha=0: gap error -0.744, binding error 0.303, E error -1.047 eV
alpha=0: E_BSE = 0.31369 hartree
alpha 0->1: gap 1.369, binding 0.055, E 1.314, v_iiaa -0.635, Wp_iiaa 0.671 eV
QP gap meets EOM-CCSD at alpha = 0.47 (interpolated)
E_BSE meets EOM-CCSD at alpha = 0.76 (interpolated)
PBE eps_i -9.718, eps_a -1.444; d/dalpha -7.826, 5.705 eV
lowest RPA pole alpha=0 9.756, alpha=1 21.660 eV
PBE orbitals: v_iiaa 13.782, 2(ia|ia) 2.029 eV
frozen Wp_iiaa alpha=0 -2.251, alpha=1 -1.803, slope at 0 0.561 eV
Sigma_c,i(midgap): poles 0.91570, quadrature 0.91570 eV
Sigma_c,a(midgap): poles -0.33146, quadrature -0.33146 eV
level i: ex -16.362, Sigma_c 2.010, QP -14.352 eV, Z 0.864, S_occ 0.1335, S_vir 0.0233
level i: correction at eps -5.264 eV, Z(eps) 0.893, linearised -14.417 eV
level a: ex 5.470, Sigma_c -1.277, QP 4.192 eV, Z 0.911, S_occ 0.0342, S_vir 0.0637
level a: correction at eps 6.175 eV, Z(eps) 0.913, linearised 4.193 eV
gap with Z=1 19.712, solved gap 18.544 eV
d gap/d alpha via G: same side 1.329, opposite -0.373, sum 0.955 eV
alpha=0 diagonal static: gap part -2.438, kernel 2.251, net -0.187 eV
alpha=1 diagonal static: gap part -1.947, kernel 1.803, net -0.143 eV
alpha=0: single-pair estimate 9.042, full BSE 8.536 eV
change from alpha=0 [eV]: alpha, E via G WS WK WS+WK cross orbitals total, frozen dW_iiaa
0.25   0.234   0.292  -0.136   0.155  -0.024   0.045   0.410   0.132
0.50   0.453   0.575  -0.263   0.312  -0.149   0.127   0.743   0.249
0.75   0.644   0.794  -0.379   0.415  -0.267   0.245   1.037   0.353
1.00   0.807   0.982  -0.486   0.496  -0.386   0.397   1.314   0.447
alpha=1 gap change: G 0.739, WS 0.936, both 1.333 eV
alpha=1 change of W_iiaa: frozen 0.447, relaxed 0.036 eV
```
